# Active-space CCSDt and CCSDtq for the dissociation of hydrogen fluoride

## Setting

A closed-shell restricted Hartree–Fock (RHF) determinant $|0\rangle$ is the reference. The labels $i,j,k,l$ denote its occupied spin orbitals, called holes when emptied, and $a,b,c,d$ denote empty spin orbitals, called particles when filled. The cluster operator is $T=T_1+T_2+\dots$, where $T_m$ moves $m$ electrons, so that for example

$$T_3=\sum_{i<j<k}\ \sum_{a<b<c}t_{ijk}^{abc}\,X_{ijk}^{abc}.$$

Each $X$ turns $|0\rangle$ into one excited determinant, with its sign fixed by convention. Each antisymmetric set of indices is counted once.

Some spin orbitals are chosen as active: $N_o$ of the $n_o$ occupied ones and $N_u$ of the $n_u$ empty ones. For a given excitation, $h_A$ is the number of active holes and $p_A$ the number of active particles. In the example the active spatial orbitals are one bonding orbital $\sigma$ and one antibonding orbital $\sigma^*$, each with both spins, so $N_o=N_u=2$. Energies are in hartree and distances in bohr.

## (a) Definitions

**Define CCSDt and CCSDtq by restrictions on $h_A$ and $p_A$, and give the equations for the energy and amplitudes. What happens when no orbitals, or all orbitals, are active?**

*Model answer.* Both methods keep all singles and doubles. The higher amplitudes are restricted as follows:

- CCSDt keeps $t_{ijk}^{abc}$ if $h_A\ge1$ and $p_A\ge1$.
- CCSDtq keeps the same triples, and also $t_{ijkl}^{abcd}$ if $h_A\ge2$ and $p_A\ge2$.

All other triples and quadruples amplitudes are set to zero. Let $\mathcal M$ be the set of retained excitations. With $\bar H=e^{-T}He^{T}$, the equations are

$$E=\langle0|\bar H|0\rangle,\qquad \langle\mu|\bar H|0\rangle=0\quad\text{for every }\mu\in\mathcal M. \tag{1}$$

There are as many amplitude equations as amplitudes. The active label belongs to the spatial orbital, so a spin rotation does not mix retained with discarded excitations.

With no active orbitals, both methods reduce to CCSD. With all orbitals active, every triple and quadruple meets the conditions, and the methods become CCSDT and CCSDTQ.

## (b) Counting amplitudes

**Derive the number of retained triples and quadruples. Evaluate it for $n_o=8$, $n_u=12$, $N_o=N_u=2$, and find the retained fraction of triples in a large space. Then repeat the small count when spin projection is conserved.**

*Model answer.* A set of $m$ holes with exactly $q$ active members is formed by choosing $q$ from $N_o$ and $m-q$ from $n_o-N_o$. Hence the number with at least $r$ active members is

$$A(n_o,N_o;m,r)=\sum_{q=r}^{\min(m,N_o)}\binom{N_o}{q}\binom{n_o-N_o}{m-q}. \tag{2}$$

Particles obey the same rule. The two choices are independent, so their numbers multiply.

For triples it is quicker to subtract the sets without an active member:

$$\left[\binom83-\binom63\right]\left[\binom{12}3-\binom{10}3\right]=(56-20)(220-120)=3600.$$

Full CCSDT has $56\times220=12320$ triples, so 29.2% are retained. In a retained quadruple both active holes and both active particles must occur. The other two holes come from six orbitals and the other two particles from ten:

$$\binom62\binom{10}2=15\times45=675,$$

out of $70\times495=34650$, or 1.9%.

For a large space, the fraction of hole triples without an active member is

$$\frac{\binom{n_o-N_o}{3}}{\binom{n_o}{3}}=\prod_{j=0}^{2}\left(1-\frac{N_o}{n_o-j}\right)=1-\frac{3N_o}{n_o}+O(n_o^{-2})$$

at fixed $N_o$. The fraction with an active member is therefore $3N_o/n_o$ to leading order. Multiplication by the particle factor gives

$$f_t\simeq\frac{9N_oN_u}{n_on_u}. \tag{3}$$

Since there are about $n_o^3n_u^3/36$ triples in all, about $N_oN_un_o^2n_u^2/4$ are retained. At a fixed active space, this grows with system size like the number of doubles, $n_o^2n_u^2/4$, though with a larger prefactor.

For $n_o=60$ and $n_u=120$, equation (3) gives 0.500%, against 0.487% by enumeration. For the small example it gives $36/96=37.5\%$ instead of 29.2%, so the leading law is too crude there.

If spin projection is conserved, the number $s$ of $\alpha$ holes equals the number of $\alpha$ particles. There are four occupied and six empty spatial orbitals. The retained hole sets number

$$\binom4s\binom4{3-s}-\binom3s\binom3{3-s},$$

which is 3 for $s=0$ and $24-9=15$ for $s=1$. The corresponding particle numbers are $20-10=10$ and $90-50=40$. The cases $s=3$ and $s=2$ repeat these values with the spins exchanged, hence

$$2(3\times10+15\times40)=1260 .$$

Without the restriction the number is $2(4\times20+24\times90)=4480$.

For the quadruples, one $\alpha$ and one $\beta$ active electron are already moved. The remaining pair contributes $3\times10$ if both spins are $\alpha$, the same if both are $\beta$, and $9\times25$ if they differ. The sum is 285, out of 11970.

Spatial symmetry reduces the work further. Keeping only totally symmetric excitations in the point group $C_{2v}$ leaves the following numbers of amplitudes, now including singles and doubles: 242 in CCSD, 570 in CCSDt, 645 in CCSDtq and 1362 in CCSDT.

## (c) Closure and the projected Schrödinger equation

**Show that for these methods (1) is equivalent to $\langle\mu|(H-E)e^T|0\rangle=0$ for all $\mu\in\mathcal M$, with $E=\langle0|He^T|0\rangle$. Why would the argument fail if quadruples needed only $h_A\ge1$ and $p_A\ge1$?**

*Model answer.* The operator $e^{-T}$ acting to the left on $\langle0|$ leaves it unchanged, because $T$ only excites. The two energy expressions therefore agree. From $He^T=e^T\bar H$ and a complete set of determinants,

$$\langle\mu|(H-E)e^T|0\rangle=\sum_\nu\langle\mu|e^T|\nu\rangle\,\langle\nu|(\bar H-E)|0\rangle. \tag{4}$$

The first factor can differ from zero only if $\mu$ is $\nu$ itself or is reached from $\nu$ by further excitation. Thus the holes and particles of $\nu$ are contained in those of $\mu$. The term $\nu=0$ vanishes by the definition of $E$.

Suppose every other such $\nu$ belongs to $\mathcal M$. This property is called closure. Equation (1) then makes every term on the right vanish, which proves one direction.

For the converse, order the excitations by rank, the number of electrons moved. The matrix $\langle\mu|e^T|\nu\rangle$ within $\mathcal M$ is then triangular with unit diagonal. It is invertible, so a vanishing left side implies (1).

It remains to check closure. Parts of a triple are singles and doubles, all of which are retained. Removing one hole and one particle from a retained quadruple lowers $h_A$ and $p_A$ by at most one each. Both remain at least one, so the resulting triple is retained.

Under the looser rule, a quadruple may contain one active hole and one active particle. Removing both leaves a triple with $h_A=p_A=0$, which is not retained. Its residual is not set to zero and can enter (4). In the example, the looser rule gives 2284 symmetric factorizations with a missing triple; the standard rule gives none. Equation (1) can still be written down for the looser set, but its equivalence to the projected Schrödinger equation is no longer guaranteed.

## (d) From cluster amplitudes to a wave function and back

**Let $C_n$ be the part of $e^T$ of excitation rank $n$. Derive a recursion for $C_n$, and invert it to obtain the cluster amplitudes of a full configuration interaction (full CI) vector.**

*Model answer.* Multiply each $T_k$ by $\lambda^k$. The exponential becomes $C(\lambda)=\sum_n\lambda^nC_n$. All excitation operators commute, because none fills a hole or empties a particle created by another. The exponential can therefore be differentiated as if $T$ were a number:

$$\lambda\frac{dC}{d\lambda}=\left(\sum_k k\lambda^kT_k\right)C(\lambda).$$

Comparing the coefficients of $\lambda^n$ gives, with $C_0=1$,

$$nC_n=\sum_{k=1}^{n}kT_kC_{n-k}. \tag{5}$$

As a check, $C_1=T_1$ and $C_2=T_2+\tfrac12T_1^2$. Then

$$3C_3=T_1C_2+2T_2C_1+3T_3,$$

so $C_3=T_3+T_1T_2+\tfrac16T_1^3$, as the exponential series requires.

The term $k=n$ in (5) is $nT_n$. Isolating it gives

$$T_n=C_n-\frac1n\sum_{k=1}^{n-1}kT_kC_{n-k}. \tag{6}$$

To use (6), the full CI vector is first divided by its reference coefficient, so that $C_0=1$. This requires a nonzero reference coefficient, and the amplitudes can become large when that coefficient is small.

Equation (5) also shows what a discarded amplitude means. Setting a $T_4$ amplitude to zero does not remove the quadruply excited determinant from the wave function: products such as $\tfrac12T_2^2$ and $T_1T_3$ still contribute to it.

## (e) Which excitations does a breaking bond need?

**When the bond is stretched, suppose that the important determinants are $|0\rangle$, the singles $S$ that move one electron from $\sigma$ to $\sigma^*$ without changing its spin, and the double $D$ that moves both. Find all triples and quadruples that $H$ couples directly to $S$ or $D$, and compare them with the restrictions in (a).**

*Model answer.* The Hamiltonian contains one- and two-electron operators, so it couples two determinants only if they differ in at most two occupied spin orbitals.

Take a determinant $K$ of rank $m$. Among the spin orbitals occupied in $D$, those missing from $K$ are of two kinds: the inactive holes of $K$, numbering $m-h_A$, and the active particles of $D$ that $K$ does not contain, numbering $2-p_A$. The two determinants therefore differ by

$$d(K,D)=m+2-h_A-p_A. \tag{7}$$

The condition $d\le2$ becomes $h_A+p_A\ge m$. Since neither number exceeds two:

- For $m=3$, at least one of each is needed, with a sum of at least three.
- For $m=4$, the only possibility is $h_A=p_A=2$.
- For $m\ge5$, no coupling is possible.

For $S$, let $x_h$ and $x_p$ be one if $K$ contains the particular active hole and particle of $S$, and zero otherwise. Then

$$d(K,S)=(m-x_h)+(1-x_p),$$

and $d\le2$ requires $x_h+x_p\ge m-1$. A triple must contain both, hence $h_A\ge1$ and $p_A\ge1$. A quadruple cannot couple to $S$.

Every triple and quadruple coupled directly to $S$ or $D$ thus satisfies the CCSDtq restrictions, and for quadruples the two conditions coincide. CCSDt includes all the corresponding triples amplitudes. It also keeps some triples that couple to neither, such as those with one active hole and one active particle of opposite spin; the spatial rule treats all spin components alike.

This argument selects determinants by direct coupling. It does not prove that the discarded connected amplitudes are small, which has to be examined numerically. It also assumes one breaking bond. If two bonds break, moving both electron pairs already gives a quadruple, and a further double excitation can give a sextuple. If $T$ ends with $T_4$, such a determinant is reached only through products such as $T_2T_4$, without a connected amplitude of its own.

## (f) The hydrogen fluoride curve

**The table gives results for HF in the 6-31G basis with the fluorine 1s orbital frozen: eight electrons in ten orbitals. The active pair is the highest occupied and lowest empty $\sigma$ orbital. Errors are energies minus full CI in the same orbital space, in millihartree.**

| $R$ | $E_{\rm FCI}$ | CCSD | CCSDt | CCSDtq | CCSDT |
|---:|---:|---:|---:|---:|---:|
| 1.50 | −100.083146 | 0.822 | 0.690 | 0.694 | 0.284 |
| 1.75 | −100.115305 | 1.051 | 0.799 | 0.805 | 0.355 |
| 2.25 | −100.084874 | 1.815 | 0.995 | 0.973 | 0.504 |
| 3.00 | −100.010788 | 3.961 | 1.282 | 1.078 | 0.786 |
| 4.00 | −99.959813 | 8.484 | 1.672 | 1.166 | 1.084 |
| 6.00 | −99.945243 | 12.234 | 1.353 | 1.228 | 0.543 |

**Find the nonparallelity error, defined here as the largest minus the smallest signed error among the listed distances, and the error in the energy rise from 1.75 to 6.00 bohr. How much of the triples correction does CCSDt recover?**

*Model answer.* The nonparallelity error of CCSD is $12.234-0.822=11.41$ millihartree. For CCSDt it is $1.672-0.690=0.98$, for CCSDtq 0.53 and for CCSDT 0.80 millihartree. A constant error would leave the shape of the curve unchanged, and this measure removes it.

The full CI energy rises by 0.1701 hartree, or 4.63 eV, between the two distances. This is a difference between two chosen points, not a fitted dissociation energy, and it is far from converged in the basis: the frozen-core CCSD(T) energy of the separated atoms relative to the molecule at 1.75 bohr is 4.63 eV in 6-31G, 5.48 eV in cc-pVDZ and 5.94 eV in cc-pVTZ. CCSD overestimates it by $12.234-1.051=11.18$ millihartree, about 0.30 eV. For CCSDt the excess is $1.353-0.799=0.55$ millihartree, about 0.015 eV. CCSDtq and CCSDT overestimate it by 0.42 and 0.19 millihartree.

The energy lowering from CCSD to CCSDT measures the effect of all triples. At 6.00 bohr the recovered fraction is

$$\frac{12.234-1.353}{12.234-0.543}=\frac{10.881}{11.691}=0.93.$$

At 1.75 bohr it is $0.252/0.696=0.36$. The active triples thus supply most of the correction where CCSD fails, but only about a third near the bottom of the curve, where the correction is small in this basis. Both features depend on the basis. At 1.75 bohr the perturbative triples correction (T) is 0.63, 1.94 and 6.41 millihartree in 6-31G, cc-pVDZ and cc-pVTZ, and its active share is 0.35, 0.20 and 0.10. Its inactive part changes between 1.75 and 3.00 bohr by 0.01 millihartree in 6-31G but by 0.41 millihartree in cc-pVDZ. The difference between CCSDt and CCSDT grows from 0.41 to 0.81 millihartree over the table, while the error of CCSD grows from 0.82 to 12.23 millihartree.

CCSDtq has a smaller nonparallelity error than CCSDT, although its error is larger at every listed distance. Its errors vary less along the curve. This ranking by shape should not be read as greater accuracy of the individual energies.

Adding the active quadruples lowers the energy by 0.506 millihartree at 4.00 bohr, but raises it slightly at 1.50 and 1.75 bohr. Such a rise is possible because the projected energy in (1) is not an expectation value minimized over the amplitudes. The positive errors in this table therefore do not establish an upper bound.

## (g) Is it the choice of pair that matters?

**Use the following data to decide whether the improvement comes from the chosen pair or merely from the number of added triples. The norm is that of the exact $T_3$ amplitudes obtained from (6); the active share refers to its square.**

| Quantity | 1.75 bohr | 6.00 bohr |
|---|---:|---:|
| weight of $\lvert0\rangle$ | 0.9661 | 0.4629 |
| weight of both singles $S$ | 0.0002 | 0.1127 |
| weight of $D$ | 0.0019 | 0.3923 |
| norm of $T_3$ | 0.01164 | 0.06543 |
| active share | 44.66% | 98.03% |

**With the second lowest $\sigma$ orbital of the molecule, $2\sigma$, and the highest empty one, $7\sigma$, as the active pair instead, the CCSDt error at 4.00 bohr is 6.680 millihartree.**

*Model answer.* At 6.00 bohr the reference, $S$ and $D$ together carry a weight of

$$0.4629+0.1127+0.3923=0.968.$$

This supports the assumption made in (e). At 1.75 bohr the reference alone carries 0.966.

The norm of the active part of $T_3$ is the total norm times the square root of the active share. It grows from

$$0.01164\sqrt{0.4466}=0.0078\quad\text{to}\quad0.06543\sqrt{0.9803}=0.0648,$$

a factor of about eight. The inactive part changes only from $0.01164\sqrt{0.5534}=0.0087$ to $0.06543\sqrt{0.0197}=0.0092$. Between these two distances, nearly all the growth of $T_3$ lies in the class that CCSDt retains.

The other pair gives the same number of triples, 1260 when spin projection is conserved. At 4.00 bohr it reduces the CCSD error by $8.484-6.680=1.80$ millihartree. The $\sigma,\sigma^*$ pair reduces it by $8.484-1.672=6.81$ millihartree, out of 7.40 for all triples. At this stretched distance the number of amplitudes therefore does not explain the result; the choice of orbitals does. Most of the gain from the other pair even comes from triples that also contain a $\sigma$ hole and a $\sigma^*$ particle: without them it is 0.24 millihartree. Near the bottom of the curve the $\sigma,\sigma^*$ pair has no such advantage. At 1.75 bohr one $\pi,\pi^*$ pair gives an error of 0.672 millihartree, against 0.799.

Two limits on the conclusion remain. Full CI in this small basis with a frozen core is the reference for the errors, not the energy of the real molecule: basis-set incompleteness, core correlation and relativistic effects are left out. Also, the coupled-cluster equations are nonlinear and can have several solutions. Here they were solved starting from the exact amplitudes cut to the retained set, which favours the solution near the physical state. The equations then determined the final amplitudes.

Two tests check the implementation at short distances; neither examines which solution is reached at the stretched geometries. At 2.25 bohr the CCSD energy agrees with a separate implementation to within $2\times10^{-6}$ hartree. At 1.75 bohr, keeping all excitations and starting from CCSDT reproduces the full CI energy to the same tolerance. The numerical output gives the actual differences.

## Values computed for the example and the checks

```
HF, 6-31G, F 1s frozen: 8 electrons, 10 orbitals
Spin orbitals: 8 occupied, 12 empty; 2 + 2 active
Spin-orbital count, all triples: 12320
Spin-orbital count, active triples: 3600
Spin-orbital count, all quadruples: 34650
Spin-orbital count, active quadruples: 675
Spin-conserving all triples: 4480; C2v-symmetric: 1120
Spin-conserving active triples: 1260; C2v-symmetric: 328
Spin-conserving all quadruples: 11970; C2v-symmetric: 2998
Spin-conserving active quadruples: 285; C2v-symmetric: 75
Spin-conserving singles, doubles: 48 756
C2v-symmetric amplitudes in CCSD: 242
C2v-symmetric amplitudes in CCSDt: 570
C2v-symmetric amplitudes in CCSDtq: 645
C2v-symmetric amplitudes in CCSDT: 1362
Active triple share, 60 occ. and 120 empty spin orb.: 0.487 %, leading law 0.500 %
Missing factors: standard q 0, loose q 2284
R/bohr  E(FCI)/hartree; then errors in millihartree:
  RHF, CCSD, CCSDt, CCSDtq, CCSDT
1.50  -100.083146  124.409  0.822  0.690  0.694  0.284
1.75  -100.115305  131.909  1.051  0.799  0.805  0.355
2.25  -100.084874  147.466  1.815  0.995  0.973  0.504
3.00  -100.010788  177.820  3.961  1.282  1.078  0.786
4.00  -99.959813  235.413  8.484  1.672  1.166  1.084
6.00  -99.945243  332.594  12.234  1.353  1.228  0.543
Nonparallelity error, millihartree:
  RHF: 208.185
  CCSD: 11.412
  CCSDt: 0.982
  CCSDtq: 0.533
  CCSDT: 0.800
Energy rise from 1.75 to 6.00 bohr:
  FCI: 0.170061 hartree = 4.6276 eV
  CCSD: 0.181244 hartree = 4.9319 eV
  CCSDt: 0.170616 hartree = 4.6427 eV
  CCSDtq: 0.170484 hartree = 4.6391 eV
  CCSDT: 0.170250 hartree = 4.6327 eV
FCI weights at 1.75 bohr: reference 0.9661, sigma->sigma* single 0.0002, double 0.0019
  exact T3 norm 0.01164, active share 44.66 %
FCI weights at 6.00 bohr: reference 0.4629, sigma->sigma* single 0.1127, double 0.3923
  exact T3 norm 0.06543, active share 98.03 %
Wrong pair (2sigma,7sigma), 4.00 bohr: CCSDt error 6.680 millihartree
CCSD difference from separate code: 1.5e-09 hartree
All-excitation CC minus FCI, size: 2.3e-10 hartree
Largest unlinked residual: 9.7e-08 hartree
```
